# Why the energy variance stalls when computed as ⟨H²⟩ − ⟨H⟩²

## Question

I am writing an iterative eigensolver and want to stop it on the energy variance. My test case is the oxygen atom in the 6-31G basis: ROHF orbitals, the 1s pair frozen, and full configuration interaction for the other six electrons in eight orbitals with spin projection 1. That gives a real symmetric matrix \(H\) of dimension 1960, with lowest energy \(-2036.46\) eV.

For each normalized trial vector \(\psi\) I form \(w=H\psi\) and \(E=\psi\cdot w\), and compute the variance as \(w\cdot w-E^2\), the mean of \(H^2\) minus the squared mean. To check it, I fed in vectors that approach the lowest eigenvector in steps of ten. At first the variance drops by a factor of 100 per step, as it should. Then I get, in eV²,

\[
+6.734\times10^{-10},\quad -1.347\times10^{-9},\quad +6.734\times10^{-10},\quad +6.734\times10^{-10}.
\]

A variance cannot be negative, and I do not see why the same number keeps coming back. Double precision carries about 16 digits, so I expected to get much further.

Is my matrix product inaccurate? Would the squared residual norm \(\|w-E\psi\|^2\) be any better, given that it is algebraically the same thing? And what should I expect if I run the early iterations in single precision?

## Answer

Your matrix product is fine. The two expressions are equal in exact arithmetic, but they round differently.

### The two forms are equal on paper

Write \(\sigma^2\) for the variance. Expanding the squared residual gives

\[
\|w-E\psi\|^2=w\cdot w-2E\,(\psi\cdot w)+E^2\,(\psi\cdot\psi).
\]

Since \(\psi\cdot w=E\) and \(\psi\cdot\psi=1\), the last two terms are \(-2E^2+E^2=-E^2\), so

\[
\|w-E\psi\|^2=w\cdot w-E^2=\sigma^2 .
\]

I call the left side the residual form and \(w\cdot w-E^2\) the subtractive form.

This derivation never used \(w=H\psi\). It holds for any vector \(w\), provided \(\psi\) is a unit vector and \(E=\psi\cdot w\). Suppose the stored product is \(H\psi+\delta\), with a rounding error \(\delta\). Both forms then describe the same slightly wrong \(w\), and by the triangle inequality \(\delta\) changes the residual norm by at most \(\|\delta\|\). The matrix product therefore cannot explain the difference between the forms, as long as both use the same \(w\).

### Why the same number keeps coming back

Let \(\varepsilon\) be the machine epsilon, the gap between 1 and the next larger floating-point number: \(2.22\times10^{-16}\) in double precision. Let \(A\) and \(B\) be the stored values of \(w\cdot w\) and \(E^2\). Near convergence they are almost equal.

Let \(m\) be the smaller of the two, with \(2^k\le m<2^{k+1}\). Floating-point numbers in that interval are spaced by \(u=\varepsilon 2^k\), hence

\[
\tfrac12\,\varepsilon m<u\le\varepsilon m .
\]

If \(A\) and \(B\) are within a factor of two of each other, the larger one has spacing \(u\) or \(2u\). Both are then integer multiples of \(u\), and so is their difference. That difference is no larger than \(m\), so it fits into the available digits and the subtraction makes no rounding error.

The subtractive form can thus return \(0,\pm u,\pm2u,\dots\) and nothing in between. With \(m\approx E^2\), the smallest nonzero residual norm it can report is \(\sqrt u\), which lies between \(\sqrt{\varepsilon/2}\,|E|\) and \(\sqrt{\varepsilon}\,|E|\).

For your atom, \(E=-74.8386\) hartree and \(E^2\approx5601\) hartree². This lies between \(2^{12}\) and \(2^{13}\), so \(u=2^{12}\cdot2^{-52}=2^{-40}\) hartree², which is \(6.734\times10^{-10}\) eV². Your four numbers are \(+u,-2u,+u,+u\), as expected if your arithmetic runs in hartree, or in a unit such as the rydberg that differs from it by a power of two and gives the same step. The step depends on the unit: for a matrix held in eV, \(E^2\approx4.147\times10^{6}\) eV² lies between \(2^{21}\) and \(2^{22}\), and the step would be \(2^{-31}=4.657\times10^{-10}\) eV². For the hartree step the corresponding residual is \(\sqrt u=2.6\times10^{-5}\) eV.

### Where the error comes from

The subtraction is exact, so the damage was done earlier. Let \(\alpha\) and \(\beta\) be the relative errors of the computed dot products \(w\cdot w\) and \(\psi\cdot w\), and \(\rho\) that of the squaring. To first order in these small quantities,

\[
A=(\sigma^2+E^2)(1+\alpha),\qquad B=E^2(1+2\beta+\rho),
\]

\[
A-B=\sigma^2(1+\alpha)+E^2(\alpha-2\beta-\rho).
\]

The term \(\sigma^2\alpha\) is harmless, being a small relative error. The last term does not shrink as \(\sigma\) does. Squaring gives \(|\rho|\le\varepsilon/2\). Near convergence \(w\approx E\psi\), so the terms summed in each dot product mostly have one sign, and \(\alpha\) and \(\beta\) are modest multiples of \(\varepsilon\). The error is therefore \(c\,\varepsilon E^2\), with \(c\) of either sign. Its size depends on how the sums are accumulated; with the NumPy dot products of the numerical check, and including the normalization defect discussed next, its rms value is 1.3 to 1.7.

Relative to the variance, this error is \(c\,\varepsilon E^2/\sigma^2\). It reaches order one when

\[
\sigma\approx\sqrt{\varepsilon}\,|E| = 3.0\times10^{-5}\ \text{eV}.
\]

An absolute error of about \(10^{-16}E^2\) in \(\sigma^2\) means that \(\sigma\) cannot be resolved below about \(10^{-8}|E|\). Below that the subtractive form stalls, giving zeros, negative values and noise rather than a smooth plateau.

Imperfect normalization adds an error of the same kind. Let \(\psi=\sqrt{1+\nu}\,\phi\) with \(\phi\) a unit vector, and let \(\hat E\) and \(\sigma^2\) belong to \(\phi\). Then \(w\cdot w=(1+\nu)(\sigma^2+\hat E^2)\) and \(\psi\cdot w=(1+\nu)\hat E\), so

\[
w\cdot w-(\psi\cdot w)^2=(1+\nu)\left[\sigma^2+\hat E^2-(1+\nu)\hat E^2\right]=(1+\nu)\left(\sigma^2-\nu\hat E^2\right).
\]

The residual vector becomes

\[
w-(\psi\cdot w)\psi=\sqrt{1+\nu}\,\left[(H\phi-\hat E\phi)-\nu\hat E\phi\right].
\]

The two parts in the bracket are orthogonal, because \(\phi\cdot(H\phi-\hat E\phi)=\hat E-\hat E=0\). Its squared norm is therefore

\[
\|w-(\psi\cdot w)\psi\|^2=(1+\nu)\left(\sigma^2+\nu^2\hat E^2\right).
\]

The defect enters the subtractive form at first order and the residual form at second order. With a deliberate \(\nu=10^{-6}\) and a true variance of \(2.79\times10^{-6}\) eV², the subtractive form gives \(-4.15\) eV² and the residual form \(6.94\times10^{-6}\) eV², both as the formulas predict. A defect \(\nu\) of order \(\varepsilon\), left by ordinary rounding, again produces an error of order \(\varepsilon E^2\) in the subtractive form.

### Why the residual form goes further

The residual form cancels the large parts before squaring. Rounding each product \(E\psi_i\) costs at most \(\tfrac12\varepsilon|E\psi_i|\), which adds up to a vector of norm at most \(\tfrac12\varepsilon|E|\). Rounding the subtraction costs at most \(\tfrac12\varepsilon\) relative to each component of the result. An error \(e\) in \(E\) adds \(-e\psi\), which is orthogonal to the true residual and changes \(\sigma^2\) by \(e^2\). Finally there is the error \(\delta\) of the matrix product.

These are errors in \(\sigma\) itself, not in \(\sigma^2\). Let \(\|H\|\) be the largest absolute eigenvalue, so that \(|E|\le\|H\|\). The floor is then a modest multiple of \(\varepsilon\|H\|\), if \(\|\delta\|\) is of that order. How large \(\delta\) is depends on the matrix and on the summation, so I measured the floor rather than assume it. Here \(\varepsilon\|H\|=4.5\times10^{-13}\) eV. For 200 computed eigenvectors the median residual norm is \(6.2\times10^{-13}\) eV, which includes the inaccuracy of the eigenvectors themselves.

### A check with a known answer

Take two eigenvectors \(v_0,v_1\) with energies \(E_0\) and \(E_0+\Delta\), and set \(\psi=\cos\theta\,v_0+\sin\theta\,v_1\). Then \(E=E_0+\Delta\sin^2\theta\). The component of the residual along \(v_0\) is \(\cos\theta\,(E_0-E)\), and the one along \(v_1\) is \(\sin\theta\,(E_0+\Delta-E)\):

\[
H\psi-E\psi=-\Delta\cos\theta\sin^2\theta\,v_0+\Delta\sin\theta\cos^2\theta\,v_1 .
\]

Its squared norm is \(\Delta^2\sin^2\theta\cos^2\theta\,(\sin^2\theta+\cos^2\theta)\), so

\[
\sigma=\Delta\,|\sin\theta\cos\theta| .
\]

For your matrix, with \(v_0\) a lowest eigenvector and \(\Delta=16.709\) eV:

| \(\sin\theta\) | residual norm (eV) | true \(\sigma^2\) (eV²) | \(w\cdot w-E^2\) (eV²) |
|---|---|---|---|
| \(10^{-3}\) | \(1.671\times10^{-2}\) | \(2.792\times10^{-4}\) | \(+2.792\times10^{-4}\) |
| \(10^{-4}\) | \(1.671\times10^{-3}\) | \(2.792\times10^{-6}\) | \(+2.787\times10^{-6}\) |
| \(10^{-5}\) | \(1.671\times10^{-4}\) | \(2.792\times10^{-8}\) | \(+2.694\times10^{-8}\) |
| \(10^{-6}\) | \(1.671\times10^{-5}\) | \(2.792\times10^{-10}\) | \(+6.734\times10^{-10}\) |
| \(10^{-7}\) | \(1.671\times10^{-6}\) | \(2.792\times10^{-12}\) | \(-1.347\times10^{-9}\) |

The third column is the square of the closed form. The residual norm agrees with the closed form to all printed digits, down to \(\sin\theta=10^{-9}\). The subtractive variance is off by 0.2% at \(\sin\theta=10^{-4}\) and by 3.5% at \(10^{-5}\), and is meaningless from \(10^{-6}\) on.

Does this matter if you want the energy alone? In this two-state model the energy error is

\[
E-E_0=\Delta\sin^2\theta=\frac{\sigma^2}{\Delta\cos^2\theta}.
\]

At \(\sigma=3.0\times10^{-5}\) eV that is \((3.0\times10^{-5})^2/16.7\approx5\times10^{-11}\) eV, which is negligible for most purposes. The error in the vector is \(\sin\theta\approx\sigma/\Delta\approx2\times10^{-6}\), much less impressive. Both errors scale as \(1/\Delta\) at fixed \(\sigma\), so they are larger for a problem with a smaller gap. In your matrix the lowest level is threefold degenerate, and \(\Delta\) is the gap from it to the next level. This gap belongs to the small basis, not to the real atom: with diffuse functions (6-31+G) a level appears 9.5 eV above the lowest one, and the lowest energy drops by 0.17 eV. The stall matters when you need an accurate vector or a tight residual test.

### The limit depends on your zero of energy

Replace \(H\) by \(H-s\), with \(s\) a constant. Then \(w\) becomes \(w-s\psi\) and \(E\) becomes \(E-s\), so \(w-E\psi\) is unchanged. The variance stays the same, but the error of the subtractive form becomes of order \(\varepsilon(E-s)^2\).

Your matrix contains a frozen-core constant of \(-1608.23\) eV. Without it the lowest energy is \(-428.23\) eV, and \(\sqrt\varepsilon\,|E|\) falls from \(3.0\times10^{-5}\) to \(6.4\times10^{-6}\) eV. I measured the floor as the square root of the rms subtractive variance over 200 eigenvectors, whose true variance is zero up to rounding. It falls from \(3.9\times10^{-5}\) to \(6.4\times10^{-6}\) eV. The close match in the second case is a coincidence: the estimate uses the lowest energy, while the higher eigenvectors have smaller \(|E|\), and the rms error in units of each vector's own \(\varepsilon E^2\) is 1.71 with the constant and 1.28 without. These two values move by a few tenths with the rounding in the eigenvectors used, so their difference should not be read as an effect of the constant.

The best shift is \(s=E\). The mean of \(H-E\) is zero, nothing is left to subtract, and the variance is \(\|(H-E)\psi\|^2\). That is the residual form.

Shifting has a limit too. Let \(N\) be the norm of the matrix that is actually multiplied: \(\|H\|\) if you subtract \(s\psi\) after the product, and \(\|H-s\|\) if the shift is stored in the matrix. For \(s\approx E\) the latter is the width of the spectrum, 260 eV here. Once \(|E-s|\) is below about \(\sqrt\varepsilon\,N\), the estimate \(\sqrt\varepsilon\,|E-s|\) drops below \(\varepsilon N\), and errors of that order, common to both forms, take over.

### Stopping tests and single precision

Suppose you stop at a residual of \(10^{-6}\) eV, a variance of \(10^{-12}\) eV². The grid step is \(6.7\times10^{-10}\) eV², so every positive value fails the test, and every zero or negative value passes. The test looks at the sign of a rounding error. I tried it on 200 vectors with a true residual of \(10^{-5}\) eV, ten times too large, and on 200 eigenvectors:

- The subtractive form accepted 142 of the unconverged vectors and rejected 60 of the eigenvectors.
- The residual form made no wrong decision.

Setting negative variances to zero would not change these decisions, since zero also passes.

In single precision \(\varepsilon=2^{-23}\approx1.2\times10^{-7}\), and with the core constant included \(\sqrt\varepsilon\,|E|\) is 0.70 eV. The measured subtractive floor is 0.80 eV, while the median residual norm of the eigenvectors is \(2.1\times10^{-4}\) eV. The subtractive form would thus tell you to leave single precision more than three orders of magnitude too early, or report convergence by accident. Converting \(A\) and \(B\) to double just before subtracting does not help: that subtraction is already exact, and the lost digits are not in the stored numbers.

For your solver, compute `r = w - E*psi` and test its norm. It needs no further matrix product, just one more pass over the vectors. In single precision, use it down to a few times \(10^{-3}\) eV for this matrix, about ten times the measured floor, then switch the product \(H\psi\), the vectors and the residual to double. Keep the tolerance well above \(\varepsilon\|H\|\) for the precision in use, because below that the residual form is measuring rounding as well. The numerical check measures the floors of both forms in double precision with and without the core constant, and in single precision with it.

## Numbers as computed

```
number of determinants: 1960
frozen-core constant: -1608.2316 eV
lowest total energy E0: -2036.4609 eV = -74.838556 hartree
lowest energy without core constant: -428.2293 eV
spread of the three lowest levels: 9.67e-14 eV
gap to the admixed eigenstate: 16.7093 eV
largest absolute eigenvalue |H|: 2036.461 eV
double-precision eps: 2.220e-16
sqrt(eps)*|E0|: 3.035e-05 eV
eps*|H|: 4.522e-13 eV
spacing of doubles at E0^2: 6.734e-10 eV^2
smallest nonzero subtractive residual: 2.595e-05 eV
sin(theta) | closed-form sigma, residual norm (eV) | w.w-E^2 (eV^2)
1e-01 | 1.662559e+00, 1.662559e+00 | +2.764102e+00
1e-02 | 1.670851e-01, 1.670851e-01 | +2.791743e-02
1e-03 | 1.670934e-02, 1.670934e-02 | +2.791964e-04
   energy error here: 1.670934e-05 eV, sigma^2/gap: 1.670933e-05 eV
1e-04 | 1.670935e-03, 1.670935e-03 | +2.786711e-06
1e-05 | 1.670935e-04, 1.670935e-04 | +2.693776e-08
1e-06 | 1.670935e-05, 1.670935e-05 | +6.734440e-10
1e-07 | 1.670935e-06, 1.670935e-06 | -1.346888e-09
1e-08 | 1.670935e-07, 1.670935e-07 | +6.734440e-10
1e-09 | 1.670935e-08, 1.670935e-08 | +6.734440e-10
floors from 200 eigenvectors
double, with core constant:
   sqrt(eps)*|E|: 3.035e-05 eV
   subtractive floor, root of rms variance: 3.880e-05 eV
   rms error / (eps*E^2): 1.71
   negative, zero, positive: 103, 37, 60
   median residual norm: 6.247e-13 eV
double, without core constant:
   sqrt(eps)*|E|: 6.381e-06 eV
   subtractive floor, root of rms variance: 6.377e-06 eV
   rms error / (eps*E^2): 1.28
   negative, zero, positive: 105, 44, 51
   median residual norm: 3.614e-13 eV
single, with core constant:
   sqrt(eps)*|E|: 7.031e-01 eV
   subtractive floor, root of rms variance: 7.953e-01 eV
   rms error / (eps*E^2): 1.34
   negative, zero, positive: 89, 49, 62
   median residual norm: 2.118e-04 eV
defect nu = 1e-06, true variance: 2.7920e-06 eV^2
   subtractive: -4.1472e+00, formula: -4.1472e+00 eV^2
   residual: 6.9392e-06, formula: 6.9392e-06 eV^2
stopping tolerance: 1e-06 eV, unconverged residual: 1e-05 eV
   subtractive: 142 false passes, 60 false failures, of 200 each
   residual: 0 false passes, 0 false failures, of 200 each
```
